**Film width and convergence on a finite-difference grid**

A film with $N$ interior unknowns, spacing $a$ and zero values at the two missing neighbours has width $(N+1)a$. For an intended thickness $L$, the program compares the spacings $L/(N+1)$ and $L/N$ with a polynomial variational calculation that uses no difference grid. It asserts the width read from interior eigenvector values, the matrix spectrum, the leading error coefficients and the convergence orders. It also asserts the behaviour under Richardson extrapolation, the level where the difference error overtakes the counting error, the half-spacing wall scheme and the wall-slope formula in a gate field. For $L=3.0$ nm, a mass of 0.30 electron masses and $N=9$, the ground-energy error is −1.142 meV with the correct spacing and −27.386 meV with the wrong one. The observed orders approach 2 and 1, respectively. Rough estimates of neglected effects include a scattering broadening of about 0.2 eV, larger than the 139 meV confinement energy, so the sharp level is a numerical benchmark.

## Check in Python

```python
"""
Result under test: a three-point difference film with N interior unknowns,
spacing a and zero values at the two missing neighbours has width (N+1)a.
Spacing L/(N+1) gives second-order energies for thickness L; spacing L/N
gives a relative ground-energy error of about -2/N.

Symbols: L thickness (nm), N number of unknowns, a spacing (nm),
C = hbar^2/(2m) (eV nm^2), n level number, slope = potential slope (eV/nm).
The continuum reference is a polynomial variational calculation.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

L = 3.0
mass_ratio = 0.30
mass = mass_ratio * const.m_e
C = const.hbar**2 / (2 * mass * const.e) * 1e18
temperature = 300.0
kT = const.k * temperature / const.e


def difference_levels(N, a, count=1, slope=0.0, end_diagonal=2.0):
    """Lowest eigenvalues of the difference matrix, in eV."""
    t = C / a**2
    diagonal = 2 * t + slope * a * np.arange(1, N + 1)
    diagonal[0] += (end_diagonal - 2) * t
    diagonal[-1] += (end_diagonal - 2) * t
    return eigh_tridiagonal(diagonal, -t * np.ones(N - 1),
                            eigvals_only=True, select='i',
                            select_range=(0, count - 1))


def continuum_levels(width, slope=0.0, size=18):
    """Variational levels and ground-state derivative at the far wall."""
    s, weight = legendre.leggauss(50)
    values, derivatives, end_slopes = [], [], []
    for k in range(size):
        coefficients = np.zeros(k + 3)
        coefficients[k], coefficients[k + 2] = -1.0, 1.0
        derivative = legendre.legder(coefficients)
        values.append(legendre.legval(s, coefficients))
        derivatives.append(legendre.legval(s, derivative))
        end_slopes.append(legendre.legval(1.0, derivative))
    values, derivatives = np.array(values), np.array(derivatives)
    x = width * (s + 1) / 2
    overlap = (values * weight) @ values.T * width / 2
    kinetic = C * (derivatives * weight) @ derivatives.T * 2 / width
    potential = (values * weight * slope * x) @ values.T * width / 2
    energies, vectors = eigh(kinetic + potential, overlap)
    wall_derivative = 2 / width * np.dot(vectors[:, 0], end_slopes)
    return energies, wall_derivative


def measured_width(N, a):
    """Half wavelength read from three interior eigenvector values."""
    t = C / a**2
    _, vectors = eigh_tridiagonal(2 * t * np.ones(N),
                                  -t * np.ones(N - 1))
    psi, j = vectors[:, 0], N // 2
    cosine = (psi[j - 1] + psi[j + 1]) / (2 * psi[j])
    return np.pi * a / np.arccos(cosine)


reference, _ = continuum_levels(L)
E1 = reference[0]
box_formula = C * np.pi**2 / L**2
assert abs(E1 / box_formula - 1) < 1e-10

# Width and full spectrum of the smallest example matrix.
N0 = 9
a_right, a_wrong = L / (N0 + 1), L / N0
width_right = measured_width(N0, a_right)
width_wrong = measured_width(N0, a_wrong)
assert abs(width_right - (N0 + 1) * a_right) < 1e-10
assert abs(width_wrong - (N0 + 1) * a_wrong) < 1e-10
n_all = np.arange(1, N0 + 1)
level_formula = 4 * C / a_right**2 * np.sin(
    n_all * np.pi / (2 * (N0 + 1)))**2
assert np.allclose(difference_levels(N0, a_right, N0),
                   level_formula, rtol=1e-11)

# Convergence with correct and incorrect spacing.
sizes = np.array([9, 19, 39, 79])
right = np.array([difference_levels(N, L / (N + 1))[0] for N in sizes])
wrong = np.array([difference_levels(N, L / N)[0] for N in sizes])
right_error, wrong_error = right - E1, wrong - E1
right_order = (np.log(right_error[:-1] / right_error[1:])
               / np.log((sizes[1:] + 1) / (sizes[:-1] + 1)))
wrong_order = (np.log(wrong_error[:-1] / wrong_error[1:])
               / np.log(sizes[1:] / sizes[:-1]))
assert abs(right_order[-1] - 2) < 0.01
assert abs(wrong_order[-1] - 1) < 0.04

# Error coefficients; tolerances cover the next power of 1/N.
N = 639
relative_right = difference_levels(N, L / (N + 1))[0] / E1 - 1
relative_wrong = difference_levels(N, L / N)[0] / E1 - 1
relative_endpoints = difference_levels(N, L / (N - 1))[0] / E1 - 1
assert abs(relative_right * (N + 1)**2 + np.pi**2 / 12) < 0.001
assert abs(relative_wrong * N + 2) < 0.01
assert abs((relative_wrong + 2 / N) * N**2
           - (3 - np.pi**2 / 12)) < 0.01
assert abs(relative_endpoints * N + 4) < 0.03

# Extrapolation that assumes second-order convergence.
rich_right = (4 * right[1:] - right[:-1]) / 3
rich_order = np.log2((rich_right[0] - E1) / (rich_right[1] - E1))
assert abs(rich_order - 4) < 0.05
wrong_double = difference_levels(2 * N0, L / (2 * N0))[0]
rich_wrong = (4 * wrong_double - wrong[0]) / 3
assert abs((rich_wrong / E1 - 1) * N0 + 2 / 3) < 0.01

# Level at which curvature error overtakes counting error.
N = 99
correct_levels = difference_levels(N, L / (N + 1), 18)
wrong_levels = difference_levels(N, L / N, 18)
exact_levels = E1 * np.arange(1, 19)**2
curvature_share = 1 - correct_levels / exact_levels
counting_share = 1 - wrong_levels / correct_levels
first_curvature_level = 1 + np.flatnonzero(
    curvature_share > counting_share)[0]
crossover = np.sqrt(24 * N) / np.pi
assert first_curvature_level == int(np.ceil(crossover))

# Walls half a spacing beyond the end points: width is N*a.
half = difference_levels(N0, L / N0, N0, end_diagonal=3)
half_formula = 4 * C / (L / N0)**2 * np.sin(
    n_all * np.pi / (2 * N0))**2
assert np.allclose(half, half_formula, rtol=1e-11)
half_errors = [difference_levels(M, L / M, end_diagonal=3)[0] - E1
               for M in (40, 80)]
half_order = np.log2(half_errors[0] / half_errors[1])
assert abs(half_order - 2) < 0.01

# A potential fixed in space, with zero potential at the near wall.
field_MV_cm = 1.0
slope = field_MV_cm * 0.1
field_levels, wall_derivative = continuum_levels(L, slope)
field_E = field_levels[0]
wall_dE = -C * wall_derivative**2
step = 1e-3
numerical_dE = (continuum_levels(L + step, slope)[0][0]
                - continuum_levels(L - step, slope)[0][0]) / (2 * step)
assert abs(wall_dE / numerical_dE - 1) < 1e-5
N = 399
field_wrong = difference_levels(N, L / N, slope=slope)[0]
assert abs(N * (field_wrong - field_E) / (L * wall_dE) - 1) < 0.02
field_errors = [difference_levels(M, L / (M + 1), slope=slope)[0]
                - field_E for M in (39, 79)]
field_order = np.log2(field_errors[0] / field_errors[1])
assert abs(field_order - 2) < 0.02

# Ideal two-dimensional subbands, Fermi level at the bulk band edge.
def occupation(ground):
    energies = ground * np.arange(1, 8)**2
    return np.sum(np.log1p(np.exp(-energies / kT)))


density_ratio = occupation(wrong[0]) / occupation(E1)
assert abs(density_ratio / np.exp((E1 - wrong[0]) / kT) - 1) < 0.02

# Finite walls, using the same mass inside and outside.
barrier = 2.5


def well_condition(energy):
    k = np.sqrt(energy / C)
    kappa = np.sqrt((barrier - energy) / C)
    return k * np.sin(k * L / 2) - kappa * np.cos(k * L / 2)


finite_E = brentq(well_condition, 1e-8, E1)
extra_width = np.pi * np.sqrt(C / finite_E) - L
h, outside = 0.01, 3.0
M = int(round((L + 2 * outside) / h)) - 1
distance = np.abs(h * np.arange(1, M + 1) - outside - L / 2)
V = np.where(distance > L / 2 + h / 4, barrier, 0.0)
V[np.abs(distance - L / 2) < h / 4] = barrier / 2
finite_check = eigh_tridiagonal(
    2 * C / h**2 + V, -C / h**2 * np.ones(M - 1),
    eigvals_only=True, select='i', select_range=(0, 0))[0]
assert abs(finite_check - finite_E) < 2e-4

# Other rough sizes of neglected effects.
alpha = 0.5
nonparabolic_E = (np.sqrt(1 + 4 * alpha * E1) - 1) / (2 * alpha)
thickness_change = 0.2
thickness_shift = continuum_levels(L - thickness_change)[0][0] - E1
mass_change = 0.10
mass_shift = E1 / (1 + mass_change) - E1
field_shift = field_E - slope * L / 2 - E1
eps_film, eps_outside = 9.0, 3.9
image_factor = (eps_film - eps_outside) / (eps_film + eps_outside)
orders = np.arange(1, 200)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_film * L * 1e-9)
image_shift = coulomb * np.sum(image_factor**orders / orders)
mobility = 20.0
broadening = const.hbar / (mass * mobility * 1e-4)

print(f"Thickness L: {L:.1f} nm")
print(f"Mass ratio: {mass_ratio:.2f}")
print(f"hbar^2/(2m): {C:.5f} eV nm^2")
print(f"Continuum ground energy: {E1*1e3:.3f} meV")
print(f"Interior points in first grid: {N0}")
print(f"Correct spacing: {a_right:.4f} nm")
print(f"Wrong spacing: {a_wrong:.4f} nm")
print(f"Measured width, correct spacing: {width_right:.4f} nm")
print(f"Measured width, wrong spacing: {width_wrong:.4f} nm")
print("Table: N; correct E, error; wrong E, error (meV)")
for i, N in enumerate(sizes):
    print(f"{N:3d}; {right[i]*1e3:.3f}, {right_error[i]*1e3:.3f}; "
          f"{wrong[i]*1e3:.3f}, {wrong_error[i]*1e3:.3f}")
print(f"Relative error, N=9, correct: {100*right_error[0]/E1:.3f} %")
print(f"Relative error, N=9, wrong: {100*wrong_error[0]/E1:.3f} %")
print("Observed orders, correct:", np.round(right_order, 3))
print("Observed orders, wrong:", np.round(wrong_order, 3))
print(f"Richardson error, correct 9/19: {(rich_right[0]-E1)*1e3:.5f} meV")
print(f"Wrong energy, N=18: {wrong_double*1e3:.3f} meV")
print(f"Richardson error, wrong 9/18: {(rich_wrong-E1)*1e3:.3f} meV")
print(f"Order after correct Richardson: {rich_order:.3f}")
print(f"Crossover estimate for N=99: n = {crossover:.2f}")
print(f"First curvature-dominated level: n = {first_curvature_level}")
print(f"Half-spacing walls, N=9 energy: {half[0]*1e3:.3f} meV")
print(f"Half-spacing walls, observed order: {half_order:.3f}")
print(f"Gate field: {field_MV_cm:.1f} MV/cm")
print(f"Field ground energy from near wall: {field_E*1e3:.3f} meV")
print(f"L dE/dL without field: {-2*E1*1e3:.2f} meV")
print(f"L dE/dL with field: {L*wall_dE*1e3:.2f} meV")
print(f"Correct-grid order with field: {field_order:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT*1e3:.2f} meV")
print(f"Density ratio, wrong N=9/continuum: {density_ratio:.2f}")
print(f"Barrier height: {barrier:.1f} eV")
print(f"Finite-barrier shift: {(finite_E-E1)*1e3:.1f} meV")
print(f"Finite-barrier extra width: {extra_width:.3f} nm")
print(f"Nonparabolicity: {alpha:.1f} 1/eV")
print(f"Nonparabolic shift: {(nonparabolic_E-E1)*1e3:.1f} meV")
print(f"Thickness reduction: {thickness_change:.1f} nm")
print(f"Thickness shift: {thickness_shift*1e3:.1f} meV")
print(f"Mass increase: {100*mass_change:.0f} %")
print(f"Mass shift: {mass_shift*1e3:.1f} meV")
print(f"Field shift from mid-film: {field_shift*1e3:.1f} meV")
print(f"Permittivities, film/outside: {eps_film:.1f}/{eps_outside:.1f}")
print(f"Image shift at mid-film: {image_shift*1e3:.1f} meV")
print(f"Mobility: {mobility:.0f} cm2/Vs")
print(f"Scattering broadening hbar/tau: {broadening*1e3:.0f} meV")
print("checks complete")
```

It prints:

```
Thickness L: 3.0 nm
Mass ratio: 0.30
hbar^2/(2m): 0.12700 eV nm^2
Continuum ground energy: 139.270 meV
Interior points in first grid: 9
Correct spacing: 0.3000 nm
Wrong spacing: 0.3333 nm
Measured width, correct spacing: 3.0000 nm
Measured width, wrong spacing: 3.3333 nm
Table: N; correct E, error; wrong E, error (meV)
  9; 138.129, -1.142; 111.884, -27.386
 19; 138.984, -0.286; 125.433, -13.837
 39; 139.199, -0.072; 132.326, -6.945
 79; 139.253, -0.018; 135.793, -3.477
Relative error, N=9, correct: -0.820 %
Relative error, N=9, wrong: -19.664 %
Observed orders, correct: [1.996 1.999 2.   ]
Observed orders, wrong: [0.914 0.959 0.98 ]
Richardson error, correct 9/19: -0.00094 meV
Wrong energy, N=18: 124.712 meV
Richardson error, wrong 9/18: -10.283 meV
Order after correct Richardson: 3.998
Crossover estimate for N=99: n = 15.52
First curvature-dominated level: n = 16
Half-spacing walls, N=9 energy: 137.862 meV
Half-spacing walls, observed order: 2.000
Gate field: 1.0 MV/cm
Field ground energy from near wall: 282.335 meV
L dE/dL without field: -278.54 meV
L dE/dL with field: -155.92 meV
Correct-grid order with field: 2.000
Temperature: 300 K
Thermal energy: 25.85 meV
Density ratio, wrong N=9/continuum: 2.87
Barrier height: 2.5 eV
Finite-barrier shift: -34.2 meV
Finite-barrier extra width: 0.454 nm
Nonparabolicity: 0.5 1/eV
Nonparabolic shift: -8.5 meV
Thickness reduction: 0.2 nm
Thickness shift: 20.6 meV
Mass increase: 10 %
Mass shift: -12.7 meV
Field shift from mid-film: -6.9 meV
Permittivities, film/outside: 9.0/3.9
Image shift at mid-film: 26.8 meV
Mobility: 20 cm2/Vs
Scattering broadening hbar/tau: 193 meV
checks complete
```
